# How fast room-temperature blackbody radiation empties a hydrogen Rydberg level

## The question

A hydrogen atom in a highly excited level $nl$ sits in blackbody radiation at 300 K. It can leave the level by spontaneous emission. It can also be driven out by the thermal photons, through stimulated emission, absorption to a higher bound level, or photoionization. How large is the total thermal rate, how does it scale with $n$ and with temperature, and from which $n$ onwards does it exceed the spontaneous rate?

The atom is treated as nonrelativistic, with an infinitely heavy nucleus and electric dipole transitions. The radiation is isotropic and unpolarized, and collisions and static fields are absent. Hartree atomic units are used, so the speed of light is $1/\alpha$, with $\alpha$ the fine-structure constant, and $kT$ is measured in hartree. At 300 K,

$$kT=9.500\times10^{-4}.$$

## The rate as a sum over final states

Let $i$ be the initial state and $f$ a final state, with $\omega_f=E_f-E_i$, positive for upward and negative for downward transitions. Let $S_f$ be $|\langle f|\mathbf r|i\rangle|^2$ summed over the magnetic sublevels of the final level and averaged over those of the initial one. The spontaneous dipole rate is

$$A=\frac{4\alpha^3}{3}\sum_{\omega_f<0}|\omega_f|^3S_f .$$

Radiation with $N$ photons per mode adds stimulated emission at $N$ times the spontaneous rate of each downward line. Absorption has the same squared matrix element, so an upward line has the rate $\tfrac43\alpha^3\omega_f^3S_fN$. No further degeneracy factor appears, because $S_f$ already contains the sum over final sublevels. For blackbody radiation the thermal rate is therefore

$$\Gamma_T=\frac{4\alpha^3}{3}\sum_f|\omega_f|^3S_f\,N(|\omega_f|),\qquad N(\omega)=\frac{1}{e^{\omega/kT}-1}.$$

The sum runs over all final states, and over the continuum it is an integral. Degenerate states of the same $n$ have $\omega_f=0$ and contribute nothing, since $\omega^3N\to kT\,\omega^2\to0$. The small splittings of real hydrogen within one $n$ are neglected.

It helps to separate the classical, low-frequency photon number $kT/\omega$ from the rest:

$$N(\omega)=\frac{kT}{\omega}\,g\!\left(\frac{\omega}{kT}\right),\qquad g(x)=\frac{x}{e^x-1}.$$

The function $g$ starts at 1 for $x=0$ and falls exponentially for $x\gg1$. Thus

$$\Gamma_T=\frac{4\alpha^3kT}{3}\sum_f\omega_f^2S_f\,g\!\left(\frac{|\omega_f|}{kT}\right).\tag{1}$$

## The sum rule and the limiting rate

If the transitions that carry the sum all have $|\omega_f|\ll kT$, then $g$ may be replaced by 1. What remains can be summed without knowing a single matrix element.

The Hamiltonian is $H=p^2/2+V$ with $V=-1/r$, and $i[H,\mathbf r]=\mathbf p$. Between energy eigenstates this reads $\langle f|\mathbf p|i\rangle=i\omega_f\langle f|\mathbf r|i\rangle$. Squaring, and using the completeness of the final states,

$$\sum_f\omega_f^2S_f=\sum_f|\langle f|\mathbf p|i\rangle|^2=\langle p^2\rangle .$$

The virial theorem supplies $\langle p^2\rangle$. In a stationary state the expectation value of $i[H,\mathbf r\cdot\mathbf p]=p^2-\mathbf r\cdot\nabla V$ vanishes, and $\mathbf r\cdot\nabla V=1/r$, so $\langle p^2\rangle=\langle1/r\rangle$. The energy is then

$$-\frac1{2n^2}=\frac{\langle p^2\rangle}2-\left\langle\frac1r\right\rangle=-\frac{\langle p^2\rangle}{2}
\quad\Longrightarrow\quad\langle p^2\rangle=\frac1{n^2}.$$

The limiting thermal rate, called $W$ from here on, is

$$W=\frac{4\alpha^3kT}{3n^2}.\tag{2}$$

It is linear in temperature and independent of $l$. At 300 K it equals $2.035\times10^7\,\mathrm{s^{-1}}/n^2$, which is $2.26\times10^4\,\mathrm{s^{-1}}$ at $n=30$.

Since $g<1$ for every nonzero frequency, $W$ is also an upper bound on $\Gamma_T$. How close the true rate comes depends on the frequencies that make up $\langle p^2\rangle$. The spacing of neighbouring levels is about $1/n^3$, which suggests the condition $n^3kT\gg1$. For circular levels, $l=n-1$, the limit is then reached quickly, with a relative shortfall of about $1/(2n^3kT)$. For low $l$ the same condition leads to the limit much more slowly, with a shortfall proportional to $(n^3kT)^{-1/3}$, as shown below. The reason is that the electron is violently accelerated near the nucleus, so its motion contains frequencies far above $1/n^3$.

## Circular levels

A circular orbit has one classical frequency, $1/n^3$. At large $n$ nearly all the strength lies in transitions to the neighbouring levels $n\pm1$, with $|\omega_f|\approx1/n^3$. When $n^3kT\gg1$, $g$ can be expanded:

$$g(x)=1-\frac x2+\frac{x^2}{12}-\dots$$

Inserted in equation (1), the first two terms give

$$\Gamma_T\approx W-\frac{4\alpha^3}{3}\cdot\frac12\sum_f|\omega_f|^3S_f .\tag{3}$$

A second sum rule evaluates the correction. From $[H,\mathbf p]=i\nabla V$ one has $\omega_f\langle f|\mathbf p|i\rangle=\langle f|i\nabla V|i\rangle$, so

$$\sum_f\omega_f^3S_f=\sum_f\omega_f|\langle f|\mathbf p|i\rangle|^2=i\langle\mathbf p\cdot\nabla V\rangle .$$

The left side is real, so the right side equals half the sum of itself and its complex conjugate:

$$\sum_f\omega_f^3S_f=\frac i2\langle\mathbf p\cdot\nabla V-\nabla V\cdot\mathbf p\rangle=\frac i2(-i)\langle\nabla^2V\rangle=2\pi\langle\delta(\mathbf r)\rangle .$$

The last step uses $\nabla^2(-1/r)=4\pi\delta(\mathbf r)$. For $l>0$ the wave function vanishes at the nucleus, and the signed sum is zero. The upward and downward parts of $\sum|\omega_f|^3S_f$ are then equal, and the whole is twice the downward part. The correction in equation (3) is therefore the spontaneous rate itself:

$$\Gamma_T\approx W-A\qquad(\text{circular, }n^3kT\gg1).\tag{4}$$

The next term of $g$ makes a relative correction of about $1/[12(n^3kT)^2]$. At $n=40$ this is $2\times10^{-5}$, and the full sum gives $(\Gamma_T+A)/W=1.00002$.

The size of $A$ follows from the same two sum rules. The upward and downward cubic sums are equal and both have $|\omega_f|\approx1/n^3$, so the quadratic sum $1/n^2$ is also shared nearly equally. The downward half gives

$$A\approx\frac{4\alpha^3}{3}\cdot\frac1{n^3}\cdot\frac1{2n^2}=\frac{2\alpha^3}{3n^5}.$$

By equation (4), the condition $\Gamma_T=A$ means $W=2A$, or

$$\frac{4\alpha^3kT}{3n^2}=\frac{4\alpha^3}{3n^5}\quad\Longrightarrow\quad n=(kT)^{-1/3}=10.2 .$$

Setting $W=A$ directly would have given $n=(2kT)^{-1/3}=8.1$. The expansion alone does not show how accurate the estimate 10.2 is: at the crossing $n^3kT$ is about 1, where the two terms kept give $g=0.50$ instead of 0.58. Leaving aside the ground state, where $A=0$, the full sum puts the first circular level with $\Gamma_T>A$ at $n=11$. There $A=7.3\times10^4\,\mathrm{s^{-1}}$ and $\Gamma_T=1.06\times10^5\,\mathrm{s^{-1}}$, which is still only 63% of $W$. The overtaking thus happens before the limiting rate has been reached. By $n=20$ the ratio $\Gamma_T/W$ is 0.93, and by $n=40$ it is 0.99.

## Low angular momentum: how much is lost

From equation (1) and $\sum\omega_f^2S_f=1/n^2$, the relative shortfall is

$$1-\frac{\Gamma_T}{W}=n^2\sum_f\omega_f^2S_f\,[1-g(|\omega_f|/kT)] .\tag{5}$$

Its scaling can be seen from classical motion. Frequencies above $kT$ come from the part of the orbit within a time of about $1/kT$ of the passage by the nucleus. Near the nucleus $r\sim t^{2/3}$ and $v^2\sim t^{-2/3}$, so this part contributes about $(kT)^{-1/3}$ to $\int v^2dt$. Divided by the period $2\pi n^3$ and compared with $\langle p^2\rangle=1/n^2$, it is a fraction of order $(kT)^{-1/3}/n$. This falls only as $1/n$, and at room temperature $(kT)^{-1/3}$ is about 10.

The coefficient follows from the Fourier spectrum of the orbit. For low $l$ the electron falls almost straight in and returns on the same side. If $\omega\gg1/n^3$, the relevant part of the orbit has $1/r\sim\omega^{2/3}\gg1/n^2$, and the binding energy can be neglected. Then $\dot r^2/2=1/r$, so $\sqrt r\,dr=\sqrt2\,dt$, and integration gives $\tfrac23r^{3/2}=\sqrt2\,|t|$, or

$$r(t)=\left(\frac92\right)^{1/3}|t|^{2/3}.$$

The classical description also needs the distance $\omega^{-2/3}$ to be large compared with the Bohr radius and with the closest approach, about $(l+\tfrac12)^2/2$. At $\omega=kT$ that distance is about 100, so both hold for s, p and d levels.

For $\omega\neq0$, with a convergence factor at large $|t|$,

$$\int_{-\infty}^{\infty}|t|^{2/3}e^{i\omega t}dt=2\,\Gamma\!\left(\tfrac53\right)\cos\frac{5\pi}6\;\omega^{-5/3}=-\sqrt3\,\Gamma\!\left(\tfrac53\right)\omega^{-5/3}.$$

The squared Fourier integral of $r(t)$ is therefore

$$|\hat r(\omega)|^2=B\,\omega^{-10/3},\qquad B=3\left(\frac92\right)^{2/3}\Gamma\!\left(\tfrac53\right)^2 .$$

By the correspondence principle, the strength to a neighbouring level $n'$, with both values $l\pm1$ included, is the squared Fourier coefficient $|\hat r/(2\pi n^3)|^2$. When $n'$ differs much from $n$, one factor $n^{-3}$ becomes $n'^{-3}$. Each wave function near the nucleus has an amplitude proportional to the inverse square root of its own period, because a longer orbit spends a smaller share of its time there. Hence $S_f=|\hat r|^2/(4\pi^2n^3n'^3)$. The number of final levels in $d\omega$ is $n'^3d\omega$, from $E=-1/(2n'^2)$, so $n'$ cancels and the formula continues smoothly through the ionization threshold. At leading order upward and downward transitions contribute alike. At 300 K the upward part is still clearly the larger. The deviations nearly cancel in the sum for s levels, and less completely for p and d levels. The two directions together therefore give a factor 2:

$$\sum_f\omega_f^2S_f(\dots)\;\to\;\frac{2B}{4\pi^2n^3}\int_0^\infty\omega^{-4/3}(\dots)\,d\omega .$$

Inserting this in equation (5) and putting $\omega=x\,kT$, so that $\omega^{-4/3}d\omega=(kT)^{-1/3}x^{-4/3}dx$,

$$1-\frac{\Gamma_T}{W}\approx\frac{B}{2\pi^2}\,\frac{(kT)^{-1/3}}{n}\,J,\qquad J=\int_0^\infty x^{-4/3}[1-g(x)]\,dx .$$

At small $x$ the integrand behaves as $x^{-1/3}/2$, so the failure of the spectrum near $\omega\sim1/n^3$ does little harm when $n^3kT\gg1$. At large $x$ it behaves as $x^{-4/3}$, and the integral converges.

To evaluate $J$, start from $\int_0^\infty x^{q-1}/(e^x-1)\,dx=\Gamma(q)\zeta(q)$, valid for $q>1$. Split the integral at $x=1$, and on the lower part subtract and add $1/x$:

$$\Gamma(q)\zeta(q)=\int_0^1x^{q-1}\left[\frac1{e^x-1}-\frac1x\right]dx+\frac1{q-1}+\int_1^\infty\frac{x^{q-1}}{e^x-1}dx .$$

The right side continues analytically to $0<q<1$. There $1/(q-1)=-\int_1^\infty x^{q-2}dx$, which joins the last integral, so

$$\Gamma(q)\zeta(q)=\int_0^\infty x^{q-1}\left[\frac1{e^x-1}-\frac1x\right]dx\qquad(0<q<1).$$

For $q=\tfrac23$ the integrand is $x^{-4/3}[g(x)-1]$. Hence $J=-\Gamma(\tfrac23)\zeta(\tfrac23)=3.314$, which is positive because $\zeta(\tfrac23)$ is negative. The result is

$$\frac{\Gamma_T}{W}\approx1-\frac Dn,\qquad D\approx C\,(kT)^{-1/3},\qquad C=\frac{B\,J}{2\pi^2}=1.119 .\tag{6}$$

At 300 K this leading term is $D\approx11.4$. The limit (2) thus requires $n\gg11$ for low $l$, and a 10% approach needs $n$ above about 110.

The power-law spectrum fails at atomic frequencies, $\omega\sim1$. The tail of the integral beyond $\omega\sim1$ is of order 1, compared with $(kT)^{-1/3}$ for the whole, so $D$ should have a correction of order 1. The full sums at $n=320$ agree with that: $D=11.19$ for s, 10.95 for p and 10.50 for d levels. That no larger correction, such as a logarithm of $kT$, is present has not been proved here. The temperature dependence is tested by comparing $D$ at 100 K and 300 K, both at $n=300$. Its slope against $(kT)^{-1/3}$ is 1.126 for s and 1.141 for p, about 1% and 2% above $C$. These slopes still depend on $n$: at $n=150$ they are lower by 0.011. The correction of order 1 is not a constant either. For d levels at $n=300$, $D-C(kT)^{-1/3}$ goes from $-0.7$ at 100 K to $-1.5$ at 3000 K.

The approach to the limit is slow:

| level | $n=30$ | $n=100$ | $n=300$ |
|---|---|---|---|
| s | 0.646 | 0.889 | 0.963 |
| p | 0.654 | 0.891 | 0.964 |
| d | 0.668 | 0.896 | 0.965 |

The entries are $\Gamma_T/W$ at 300 K. At $n=30$ equation (2) overestimates the rate of an s level by about half, since $1/0.646=1.55$.

## Low angular momentum: the crossover

The spontaneous rate scales differently. Its factor $|\omega|^3$ favours final levels deep in the well. Their wave functions overlap only the inner part of the initial one, whose squared amplitude is proportional to $n^{-3}$, while the transition frequencies tend to constants as $n$ grows. The sum over final levels is not spoiled by high $n'$: there $|\omega|^3S_f\propto n'^{-3}\omega^{-1/3}$, and with $\omega\sim n'^{-2}$ this falls as $n'^{-7/3}$. Therefore

$$A\to\frac{a_l\,\alpha^3}{n^3}.$$

The constants, taken from the full sums at $n=320$, are $a_s=0.0364$, $a_p=0.339$ and $a_d=0.119$.

Now set the thermal rate from equation (6) equal to $A$:

$$\frac{4\alpha^3kT}{3n^2}\left(1-\frac Dn\right)=\frac{a_l\alpha^3}{n^3}.$$

Multiplying by $3n^3/(4\alpha^3kT)$ gives $n-D=3a_l/(4kT)$, so

$$n_{\rm cross}\approx\frac{3a_l}{4kT}+D .\tag{7}$$

The first term is the crossing that the limiting rate alone would predict. The missing high frequencies move it up by $D$, nearly the same number of levels for each low $l$. For p levels at 300 K,

$$\frac{3\times0.33882}{4\times9.50043\times10^{-4}}=267.48,\qquad267.48+10.95\approx278.4 .$$

In the full sums, $\Gamma_T$ is larger than $A$ from the level in the last column up to at least $n=320$:

| level | $3a_l/(4kT)$ | with shift $D$ | full sum |
|---|---|---|---|
| s | 28.7 | 39.9 | 40 |
| p | 267.5 | 278.4 | 279 |
| d | 94.0 | 104.5 | 105 |

The agreement in the s row is looser than it looks. $\Gamma_T/A$ is already 0.997 at $n=39$, so the rates cross near $n=39.1$. Near $n=40$ the constants have not reached their values at $n=320$, and equation (7) with the values at $n=40$ gives $28.3+10.8=39.1$. For s levels the shift is more than a quarter of the answer, and for p levels it is 4%. The large spread between the rows comes from $a_l$, that is, from spontaneous decay. At the levels tabulated above, the thermal rates of s, p and d levels of the same $n$ differ little: by about 3% at $n=30$ and by less than 1% at $n=100$ and 300.

At the s crossing, $n=40$, spontaneous decay has the rate $9.0\times10^3\,\mathrm{s^{-1}}$ and thermal depopulation $9.3\times10^3\,\mathrm{s^{-1}}$. The lifetime is $1/(1.83\times10^4\,\mathrm{s^{-1}})=55$ µs, against 111 µs without the radiation. At the p crossing both rates are close to $251\,\mathrm{s^{-1}}$.

Equation (4) must not be used for low $l$. It would put the p crossing at $W=2A$, or $n=2\times267.5=535$, nearly twice the true value. The cubic sum rule still holds for p levels, but the expansion of $g$ does not: most of $A$ comes from frequencies far above $kT$, where there are hardly any thermal photons.

## If the angular momenta are mixed

Collisions or stray fields can spread the population over all the sublevels of one $n$. If this happens faster than the decay and the sublevels are equally filled, both rates must be averaged with weights $(2l+1)/n^2$. States of large $l$, which decay slowly by spontaneous emission, then dominate the weight. The full sums, followed up to $n=40$, give a crossing at $n=17$, with $A=4.6\times10^4\,\mathrm{s^{-1}}$ and $\Gamma_T=5.4\times10^4\,\mathrm{s^{-1}}$. The thermal rate is there 76% of $W$.

## Scaling and limits of validity

There is no single crossover at 300 K. It lies at $n=11$ for circular levels, 17 for a statistical mixture, 40 for s, 105 for d and 279 for p levels. The temperature scaling differs too. The circular crossing moves roughly as $T^{-1/3}$. For low $l$, equation (7) has one term proportional to $1/T$ and a shift that varies as $T^{-1/3}$ at leading order.

The dipole approximation is not strained by the size of these atoms. A frequency $\omega$ is produced at distances $r\sim\omega^{-2/3}$, where the phase of the light wave varies by $\alpha\omega r\sim\alpha\omega^{1/3}\ll1$. The phase is smallest for the slowest motion, with $\omega\sim1/n^3$ and $r\sim n^2$, where it is only about $\alpha/n$.

For other atoms the argument leading to equation (2) needs changes. A core alters $\langle p^2\rangle$ at short distances, the constants $a_l$ and the low-lying spectrum, so the crossings found here are those of hydrogen. They also require that $l$ stays a good quantum number, and in hydrogen the levels of one $n$ are nearly degenerate. A static field gives a Stark coupling equal to the fine-structure interval at about $0.1$ V/m for 40s, $10^{-4}$ V/m for 105d and $2\times10^{-6}$ V/m for 279p, and pairs of equal $j$ mix at still smaller fields. Above such fields the low-$l$ crossings lose their meaning. The full sums include the continuum. The numerical check compares four low bound–bound radial integrals with direct integration of the wave functions. It tests the continuum and high-$n$ elements indirectly, through the sum rules (the cubic one for a single circular level), and it tests the crossover estimates for circular, s, p and d levels.

## Calculated quantities

```
kT at 300 K = 9.50043e-04 hartree
W n^2 = 2.0350e+07 1/s
W at n=30 = 2.2611e+04 1/s
loss integral = 3.3143, C = 1.1189
C (kT)^(-1/3) = 11.38 levels
slope of D, 100 to 300 K: s 1.1262, p 1.1413
circular n=40: (thermal + spontaneous)/W = 1.00002
s: thermal/W at n=30,100,300 = 0.6464, 0.8888, 0.9627
s: a_l = 0.03641, D = 11.19 levels
s: crossing n, naive 28.7, shifted 39.9
s: crossing n from full sum = 40
s: there spontaneous 8.9946e+03 1/s, thermal 9.2760e+03 1/s
p: thermal/W at n=30,100,300 = 0.6536, 0.8911, 0.9635
p: a_l = 0.33882, D = 10.95 levels
p: crossing n, naive 267.5, shifted 278.4
p: crossing n from full sum = 279
p: there spontaneous 2.5063e+02 1/s, thermal 2.5117e+02 1/s
d: thermal/W at n=30,100,300 = 0.6675, 0.8957, 0.9650
d: a_l = 0.11911, D = 10.50 levels
d: crossing n, naive 94.0, shifted 104.5
d: crossing n from full sum = 105
d: there spontaneous 1.6519e+03 1/s, thermal 1.6623e+03 1/s
circular: thermal/W at n=10,20,40 = 0.5365, 0.9325, 0.9916
circular: estimate from W=A: n = 8.07
circular: estimate from W=2A: n = 10.17
circular: crossing n from full sum = 11
circular: there spontaneous 7.3066e+04 1/s, thermal 1.0646e+05 1/s
circular: there thermal/W = 0.6330
l-mixed: crossing n from full sum = 17
l-mixed: there spontaneous 4.5707e+04 1/s, thermal 5.3774e+04 1/s
l-mixed: there thermal/W = 0.7637
```
